# Why ten-percent indentation depth does not guarantee a substrate-free film modulus

**Q.** I have a 500 nm porous organosilicate film on silicon, and I indent it by 50 nm. That is ten percent of the thickness, so the plastic zone stays in the film and the modulus I extract belongs to the film. Why should silicon matter?

**A.** Confining the plastic zone would not settle it. The modulus comes from the initial unloading stiffness \(S=dP/dh\), where \(P\) is load and \(h\) depth. Unloading is an elastic response, and every part of the body that strains contributes to it. The question is how far that elastic field reaches compared with the film thickness \(t\).

**Q.** It should reach a few times the depth, surely.

**A.** Its lateral scale is the contact radius \(a\). I replace the Berkovich pyramid by the cone of equal area at equal depth, with half-angle \(\theta=70.3^\circ\). If \(h_c\) is the depth over which tip and film touch,
\[
a=h_c\tan\theta=2.793\,h_c .
\]
A shallow indent is therefore a wide contact. For a half-space, the stiffness is \(S=2aE^*\), with \(E^*=E/(1-\nu^2)\). For a film on a substrate I write
\[
S=2aE_f^*F(a/t).
\]
An analysis that assumes a half-space reports \(F E_f\) as the film modulus, if it uses the correct contact radius and Poisson ratio. Your belief amounts to \(F=1\) at \(h/t=0.1\).

**Q.** Then calculate \(F\). What do you assume?

**A.** Both materials are isotropic and linearly elastic, the interface is perfectly bonded, the substrate is thick and the tip is frictionless. I first find how the surface yields to a pressure wave \(p\cos kx\), with \(z\) pointing into the film. Superposing such waves over all directions in the surface turns \(\cos kx\) into \(J_0(kr)\), so the same response serves a round contact.

Let \(s=k(z-t)\), \(q=kt\), and let primes mean \(d/ds\). The stresses
\[
\sigma_{zz}=-\phi\cos kx,\quad \sigma_{xz}=\phi'\sin kx,\quad \sigma_{xx}=\phi''\cos kx
\]
satisfy equilibrium. With displacements \(u_x=(U/k)\sin kx\) and \(u_z=(W/k)\cos kx\), Hooke's law in plane strain for \(\epsilon_{xx}\) and for the shear gives
\[
2GU=(1-\nu)\phi''+\nu\phi,\qquad W=U'-\phi'/G,
\]
and hence \(2GW=(1-\nu)\phi'''-(2-\nu)\phi'\). The remaining law, \(2GW'=-(1-\nu)\phi-\nu\phi''\), then requires \(\phi''''-2\phi''+\phi=0\). Its solution in the film is
\[
\phi=(A+Bs)e^{-s}+(C+Ds)e^{s}.
\]
Writing \(\kappa=3-4\nu\) and differentiating, we get
\[
\begin{aligned}
2GU&=\left[A+Bs-\tfrac{\kappa+1}{2}B\right]e^{-s}+\left[C+Ds+\tfrac{\kappa+1}{2}D\right]e^s,\\
2GW&=\left[A+Bs+\tfrac{\kappa-1}{2}B\right]e^{-s}+\left[-C-Ds+\tfrac{\kappa-1}{2}D\right]e^s.
\end{aligned}
\]

**Q.** Where does the silicon enter?

**A.** At \(s=0\). The substrate holds only the decaying solution, \((A_s+B_ss)e^{-s}\). Continuity of the two tractions means continuity of \(\phi\) and \(\phi'\):
\[
A_s=A+C,\qquad B_s=B+2C+D.
\]
With \(n=G_s/G_f\), continuity of \(U\) and \(W\) reads
\[
\begin{aligned}
n\left[A+C+\tfrac{\kappa_f+1}{2}(D-B)\right]&=A_s-\tfrac{\kappa_s+1}{2}B_s,\\
n\left[A-C+\tfrac{\kappa_f-1}{2}(B+D)\right]&=A_s+\tfrac{\kappa_s-1}{2}B_s.
\end{aligned}
\]
Their sum is \(n(2A-B+\kappa_fD)=2A_s-B_s=2A-B-D\). Their difference, second minus first, is \(n(-2C+\kappa_fB-D)=\kappa_s(B+2C+D)\). Solving for the waves returned by the interface,
\[
D=r_2(2A-B),\qquad 2C=-(r_1B+D),
\]
\[
r_1=\frac{\kappa_s-n\kappa_f}{\kappa_s+n},\qquad r_2=\frac{1-n}{1+n\kappa_f}.
\]
If film and substrate have the same elastic constants, both coefficients vanish, as they must.

At the surface, \(s=-q\), the pressure condition is \(\phi=p\) and the absence of shear is \(\phi'=0\). Let \(e=e^q\). Then
\[
\begin{aligned}
(A-qB)e+(C-qD)/e&=p,\\
(B-A+qB)e+(C+D-qD)/e&=0.
\end{aligned}
\]
The second line gives \((A-qB)e=Be+(C+D-qD)/e\). Inserting this in \(W\) and in the first line,
\[
2G_fW=\tfrac{\kappa_f+1}{2}(Be+D/e),
\]
\[
p=Be+D/e+2(C-qD)/e .
\]
Put \(X=2A-B\), so \(D=r_2X\) and \(2C=-r_1B-r_2X\). Twice the zero-shear condition becomes
\[
B\left[(1+2q)e-r_1/e\right]=X\left[e-r_2(1-2q)/e\right].
\]
Thus, with a common factor \(m\), \(B=m[e-r_2(1-2q)/e]\) and \(X=m[(1+2q)e-r_1/e]\). It follows that
\[
Be+D/e=m\left[e^2+4r_2q-r_1r_2e^{-2}\right],
\]
\[
2(C-qD)/e=-m\left[r_1+r_2(1+2q)^2-2r_1r_2e^{-2}\right].
\]
Adding these gives \(p\); the terms \(4r_2q\) cancel. Since \((\kappa_f+1)/(4G_f)=2/E_f^*\), the surface displacement amplitude \(w=W/k\) is
\[
w(k)=\frac{2p(k)}{E_f^*k}\Lambda(q),
\]
\[
\Lambda=\frac{1+4r_2qe^{-2q}-r_1r_2e^{-4q}}
{1-(r_1+r_2+4r_2q^2)e^{-2q}+r_1r_2e^{-4q}} .
\]
Here \(e^{-2q}\) is the exponential again, restored by dividing numerator and denominator by \(e^{2q}\).

**Q.** Give me the two limits before I trust that expression.

**A.** For short waves, \(q\to\infty\), \(\Lambda\to1\): the surface sees film alone. For long waves,
\[
\Lambda(0)=\frac{1-r_1r_2}{(1-r_1)(1-r_2)}
=\frac{1+\kappa_s}{n(1+\kappa_f)}=\frac{E_f^*}{E_s^*},
\]
so the surface sees substrate alone. I also tested the formula against direct numerical propagation of the elasticity equations through the film, for silicon and for a substrate softer than the film. The largest relative difference was \(4\times10^{-15}\).

**Q.** My contact is not a wave. Perhaps a small contact contains only the short ones.

**A.** It contains long ones too, because it carries a net load. Take a flat punch pressed down by \(\delta\). With \(p(r)=\int_0^\infty k\,p(k)J_0(kr)\,dk\), the load is \(P=2\pi p(k=0)\). Try
\[
p(k)=\frac{E_f^*\delta}{\pi}\int_0^a g(s)\cos(ks)\,ds ,
\]
where \(s\) is now a length. Integrating by parts,
\[
k\,p(k)=\frac{E_f^*\delta}{\pi}\left[g(a)\sin ka-\int_0^a g'(s)\sin(ks)\,ds\right].
\]
The integral \(\int_0^\infty\sin(ks)J_0(kr)dk\) is zero for \(s<r\), so the surface outside the punch carries no pressure. Inside, the displacement must equal \(\delta\):
\[
\frac2\pi\int_0^a g(s)\int_0^\infty\Lambda(kt)\cos(ks)J_0(kr)\,dk\,ds=1.
\]
Split \(\Lambda=1-(1-\Lambda)\). For the first part use \(\int_0^\infty\cos(ks)J_0(kr)dk=(r^2-s^2)^{-1/2}\) for \(s<r\), and zero for \(s>r\). For the second use
\[
J_0(kr)=\frac2\pi\int_0^r\frac{\cos kx}{\sqrt{r^2-x^2}}\,dx .
\]
Both parts, and the constant 1 on the right, now have the form \((2/\pi)\int_0^r f(x)(r^2-x^2)^{-1/2}dx\). This transform is invertible, so the functions \(f\) must agree:
\[
g(x)-\frac2\pi\int_0^a g(s)\left[\int_0^\infty(1-\Lambda)\cos(ks)\cos(kx)\,dk\right]ds=1.
\]
The load is \(P=2E_f^*\delta\int_0^a g\,ds\), and therefore \(F=a^{-1}\int_0^a g\,ds\). A half-space has \(\Lambda=1\), \(g=1\) and \(F=1\).

**Q.** At what value of \(a/t\) does the substrate switch on?

**A.** There is no such value. The factor \(1-\Lambda\) decays as \(e^{-2kt}\), apart from powers of \(kt\), so wave numbers up to a few times \(1/t\) matter. When \(a\ll t\), both cosines are then close to 1 and \(g\) is nearly constant:
\[
g\left(1-c\,\frac at\right)=1,\qquad c=\frac2\pi\int_0^\infty(1-\Lambda)\,dq .
\]
Hence
\[
F=\frac{1}{1-c\,a/t}+O\!\left((a/t)^3\right).
\]
The cubic order arises because the cosines first differ from 1 by terms of relative size \((a/t)^2\), inside a kernel that already carries one factor \(a/t\). Halving \(a/t\) from 0.02 to 0.01 reduced the remainder by a factor of 8.13, close to the expected 8.

For your film \(c=0.815\). At small \(a/t\) the error is linear, with nothing special at ten percent depth.

**Q.** What does this linear term mean physically? I expected the field to die out faster.

**A.** Consider the displacement below the punch in a uniform half-space. Measuring \(s=kz\) from its surface, the conditions \(\phi=p\), \(\phi'=0\) give \(A=B=p\), with \(C=D=0\). The expression for \(W\) then yields
\[
w(k,z)=w(k,0)\left[1+\frac{kz}{2(1-\nu)}\right]e^{-kz}.
\]
Here \(g=1\), so \(p(k)=E^*\delta\sin(ka)/(\pi k)\). On the axis,
\[
\begin{aligned}
\frac{u_z(z)}{\delta}&=\frac2\pi\int_0^\infty\frac{\sin ka}{k}\left[1+\frac{kz}{2(1-\nu)}\right]e^{-kz}dk\\
&=\frac2\pi\left[\arctan\frac az+\frac{az}{2(1-\nu)(a^2+z^2)}\right].
\end{aligned}
\]
Far below the punch this falls only as \(a/z\). A stiff substrate opposes the displacement that would otherwise occur at the interface.

**Q.** But I use a pyramid, and it leaves a permanent imprint. Does a flat-punch result apply?

**A.** For a smooth elastic contact, yes. When the tip advances by \(dh\), every point already in contact moves down by the same \(dh\), as under a punch of the current radius. The newly touched ring adds no first-order load, because the pressure vanishes at the contact edge. For an elastic cone on this film, the slope of load against depth agreed with the punch stiffness at equal \(a\), with a ratio of 1.0000000.

For your plastic indent there is an added assumption: the first part of unloading is elastic and the imprint can be treated as a flat surface. I need \(a\) at the start of unloading. With hardness \(H\),
\[
P=H\pi a^2,\qquad h=h_c+0.75\,\frac PS .
\]
The coefficient comes from an elastic paraboloid of tip radius \(R\) on a half-space: \(h=a^2/R\), \(h_c=h/2\), \(P=4E^*a^3/(3R)\) and \(S=2E^*a\). Thus \(P/S=2h/3\), and \((h-h_c)/(P/S)=3/4\). Using it for a layered film is an approximation: for an elastic paraboloid on the film treated below, at \(a/t\approx0.21\), the coefficient is about 0.70.

**Q.** Put in my film.

**A.** I take \(E_f=5\) GPa, \(\nu_f=0.25\), \(H=0.60\) GPa, and for silicon \(E_s=160\) GPa, \(\nu_s=0.22\). These are rough typical values. Then \(E_f^*=5.333\) GPa. Solving the depth equation together with \(F\) gives \(a=106.8\) nm, or \(a/t=0.2136\). The pieces are
\[
\begin{aligned}
h_c&=106.8/2.793=38.2\ \text{nm},\\
P&=0.60\,\pi(106.8)^2\ \text{nN}=21.5\ \mu\text{N},\\
S&=2(106.8)(5.333)(1.204)=1372\ \text{N/m}.
\end{aligned}
\]
The sink-in of the surface at the contact edge is \(h-h_c=0.75P/S=11.8\) nm, which completes the total of 50 nm.

The short formula gives \(F=1/(1-0.8149\times0.2136)=1.211\); the full integral equation gives 1.204. The reported modulus is thus \(1.204\times5=6.0\) GPa, 20% above the true film value. An independent finite-element solution of the punch problem gave \(F=1.201\).

In a uniform half-space, 22% of the punch displacement would remain at the depth of your interface. That number shows the reach of the field; it is not a formula for the error.

**Q.** Perhaps your depth formula makes the contact too wide.

**A.** Compare two other assumptions at the same total depth. A purely elastic cone has \(a/t=0.192\) and an error of 18% when that true radius is used; the half-space depth formula would infer a smaller radius and so give a larger error. A contact with no sink-in, \(h_c=h\), has \(a/t=0.279\) and an error of 28%. The conclusion survives both. If the layered coefficient 0.70 replaces 0.75, then \(a/t=0.217\) and \(F=1.208\); an analysis that still uses 0.75 infers too small a radius and reports about 23% instead of 20%.

**Q.** So is the rule wrong for every film?

**A.** No. If the elastic constants match, then \(r_1=r_2=0\), \(\Lambda=1\) and \(F=1\) at any depth. Otherwise mismatch and contact size both count. Holding \(a/t=0.2136\) fixed, a dense film with \(E=72\) GPa and \(\nu=0.17\) on silicon still has \(F=1.093\). A film with \(E=400\) GPa and \(\nu=0.25\) has \(F=0.829\): silicon now makes it look too soft. Your porous film would have \(F=1.214\) on a nearly rigid base, so for this measurement silicon is already close to rigid.

**Q.** How shallow must I go?

**A.** For a 5% error in this model, \(a/t=0.059\), which means \(h/t=2.8\%\), or 14 nm. That limit belongs to these moduli, this hardness and this sharp cone. A tip rounded to a 50 nm radius lacks the last 3.1 nm of the ideal cone, which is no longer small beside 14 nm. With the same material ratios, a 100 nm film would require only 2.8 nm of depth, where the sharp-cone model has lost its meaning.

**Q.** Then I would rather correct the data than chase a smaller indent.

**A.** If the contact radius is reliable, you can divide the reported modulus by \(F\); an error in the radius carries over to the result. Since \(F\) itself depends on \(E_f\), repeat the calculation with the corrected value until it settles. Alternatively, measure several depths and extrapolate the reported modulus to \(a/t=0\). A straight line fitted to model values between \(a/t=0.085\) and \(0.214\) has an intercept of 4.93 GPa, 1.3% below the true 5 GPa. The sign comes from curvature: the full \(F\) curves upward from zero through this range, as the short formula \(1/(1-ca/t)\) suggests while overstating the curvature, so a line fitted away from zero passes below it at zero.

**Q.** Would that give the modulus of my actual porous film?

**A.** Within the elastic model, and with correct contact radii, it would remove the substrate error, apart from the small offset left by a straight-line fit. The chosen moduli and hardness are plausible for a porous organosilicate, but a real film also has pores that can collapse under the tip. To size this, put the whole indent volume into a hemisphere of radius \(a\) beneath the contact. The volume strain is
\[
\frac{\pi a^2h_c/3}{2\pi a^3/3}=\frac{h_c}{2a}=\frac{1}{2\tan\theta}=17.9\%.
\]
If modulus varies as density cubed, an assumed law, the compacted material has \(E=5/(1-0.179)^3=9.0\) GPa. Extending that region sideways into a complete layer of thickness \(a\) can only raise the stiffness: at a given punch displacement, stiffer material raises the elastic energy of every trial field, and therefore its minimum. The layer gives a rise of 34% relative to the stiffness already containing the substrate effect. For this compaction recipe, 34% is an upper bound, not an estimate.

**Q.** Would extrapolating to small contacts remove that as well?

**A.** Not in this picture. The strain \(1/(2\tan\theta)\) does not depend on depth, and the compacted region shrinks in proportion to \(a\). The contact always sits on altered material, so the intercept describes that material together with the film around it.

**Q.** Are there other corrections of comparable size?

**A.** The ones I sized are smaller. Changing silicon's modulus from 130 to about 190 GPa, as a rough measure of its anisotropy, moves \(F\) only from 1.202 to 1.206. Film Poisson ratios of 0.15 and 0.35 give 1.192 and 1.225, at fixed \(a/t\). Widening the contact for the rounded tip, or replacing \(t\) by the thickness left below the contact, gives about 1.22 in each case. The diamond's compliance is 0.6% of the contact's and can be subtracted. I have not sized the effects of replacing the pyramid's triangular contact by a round one, the imprint's shape, finite strain, viscoelasticity or a weak interface. The numerical output below lists the values.

**Q.** So when I report a modulus at ten percent depth, what should go with it?

**A.** State the contact radius, the film thickness, the substrate and the Poisson ratio assumed for the film, and say whether a layered correction was applied. With those and the reported modulus a reader can evaluate \(F\). The depth ratio alone does not contain the elastic mismatch, and so cannot certify the modulus.

## Calculated quantities

```
INPUTS (rough typical values)
film: E = 5.0 GPa, nu = 0.25, H = 0.60 GPa
film thickness = 500 nm, total depth = 50 nm
silicon: E = 160 GPa, nu = 0.22
cone half-angle = 70.3 deg, tangent = 2.793
sink-in coefficient = 0.75
film plane-strain modulus E* = 5.333 GPa
CONTACT AT h/t = 0.1
contact depth = 38.24 nm, contact radius = 106.8 nm
a/t = 0.2136
load = 21.51 uN, contact stiffness = 1372.1 N/m
half-space displacement left at depth t = 22.1 %
linear coefficient c = 0.8149
short formula 1/(1-c a/t) = 1.2108
full factor F = 1.2043
reported film modulus = 6.021 GPa
modulus error = 20.4 %
OTHER CONTACT ASSUMPTIONS AT h/t = 0.1
elastic cone: a/t = 0.1924, error = 18.1 %
no sink-in: a/t = 0.2793, error = 27.9 %
DEPTH LIMIT AND EXTRAPOLATION
5 % error: a/t = 0.0586, h/t = 2.84 %
5 % error: total depth = 14.2 nm
fit range in a/t = 0.0855 to 0.2136
linear-fit intercept = 4.933 GPa
MISMATCH AT THE SAME a/t
dense film, E = 72 GPa, nu = 0.17: F = 1.0931
porous film on nearly rigid substrate: F = 1.2138
film with E = 400 GPa, nu = 0.25: F = 0.8293
INDEPENDENT CHECKS
largest relative kernel difference = 4.2e-15
finite-element F = 1.2013
finite-element uniform-body error = 0.68 %
cone slope / punch stiffness = 1.0000000
remainder ratio on halving a/t = 8.131
NEGLECTED EFFECTS
diamond/contact compliance ratio = 0.56 %
silicon E 130 to 188 GPa: F = 1.2021 to 1.2057
film nu 0.15 and 0.35: F = 1.1922 and 1.2247
tip radius 50 nm: missing tip = 3.11 nm, F = 1.2234
thickness reduced by contact depth: F = 1.2238
compaction volume strain = 17.9 %
compacted modulus (cube law) = 9.04 GPa
compaction stiffness gain, upper bound = 34.4 %
```
